\section*{Akhiezer Estimate of the Frequency–Quality Product of Silicon, with First Corrections}

\section{Result and its regime}

A sound wave of frequency $f=\omega/2\pi$ in an insulating crystal disturbs the thermal phonons, and their delayed return to equilibrium absorbs energy. This is Akhiezer damping. Let $C$ be the phonon heat capacity per volume, $T$ the temperature, $\tau$ the phonon relaxation time, and $M=\rho v^2$ the elastic modulus of the wave, with density $\rho$ and sound speed $v$. For $\omega\tau\ll1$,
\begin{equation}
 fQ\simeq (fQ)_0=\frac{M}{2\pi C T\,\Gamma^2\tau},
 \qquad \Gamma^2=\langle\gamma^2\rangle-\langle\gamma\rangle^2 .
 \label{eq:main}
\end{equation}
The $\gamma_j$ are the Gr\"uneisen parameters of the phonon modes, and the brackets are averages weighted with the modes' heat capacities. The effective parameter $\Gamma$ is therefore the spread of the $\gamma_j$, not their mean.

Two corrections are derived below. In a uniformly strained body, finite $\omega\tau$ multiplies \eqref{eq:main} by $1+\omega^2\tau^2$, up to a much smaller term. In a longitudinal wave, heat flow between compressed and dilated regions divides it by $1+r$, where
\begin{equation}
 r=\frac{\langle\gamma\rangle^2}{\Gamma^2}\,\frac{D}{v^2\tau}
 \label{eq:r}
\end{equation}
and $D$ is the thermal diffusivity. For silicon at 300 K, with $\tau=10$ ps and $\Gamma=0.5$, equation \eqref{eq:main} gives $2.2\times10^{13}$ Hz, and heat flow with an assumed $\langle\gamma\rangle=0.5$ lowers this to $1.9\times10^{13}$ Hz. Losses from surfaces, supports, defects and charge carriers are left out. The number is an estimate within a relaxation-time model, not a bound.

\section{Phonons under a slow uniform strain}

Take first a strain $S(t)$ that is the same everywhere. It changes the mode frequencies to
\begin{equation}
 \omega_j(S)=\omega_j(1-\gamma_jS).
 \label{eq:gruneisen}
\end{equation}
Here $\gamma_j$ is the response to the particular strain of the sound wave, so it depends on the direction and polarization of that wave. The strain varies slowly compared with the thermal vibrations. Without collisions the occupations $n_j$ therefore stay fixed while the frequencies move. Collisions drive them towards the Bose distribution $n^0$ belonging to the strained frequencies and a local temperature $T+\theta$:
\begin{equation}
 \frac{dn_j}{dt}=-\frac{n_j-n^0(\omega_j(S),T+\theta)}{\tau}.
 \label{eq:rta}
\end{equation}
The use of one $\tau$ for all modes is an assumption, relaxed in Section 5.

Since $n^0=1/(e^{\hbar\omega/k_BT}-1)$ depends on $\omega/T$ alone, its derivatives obey $\omega\,\partial_\omega n^0=-T\,\partial_Tn^0$. The heat capacity of mode $j$ per unit volume is $c_j=\hbar\omega_j\,\partial_Tn^0_j$. To first order, the target of the relaxation moves by
\begin{align}
 g_j&=-\gamma_jS\,\omega_j\,\partial_\omega n^0_j+\theta\,\partial_Tn^0_j
 \nonumber\\
 &=(\gamma_jTS+\theta)\,\partial_Tn^0_j
 =\frac{c_j}{\hbar\omega_j}(\theta+\gamma_jTS).
 \label{eq:target}
\end{align}
A stretch that lowers a frequency raises the equilibrium occupation of that mode, hence the positive sign of $\gamma_jTS$. With $\delta n_j$ the departure from the unstrained occupation, \eqref{eq:rta} becomes
\begin{equation}
 \tau\,\frac{d\,\delta n_j}{dt}+\delta n_j=g_j .
 \label{eq:linear}
\end{equation}

\subsection*{The local temperature}

Collisions conserve phonon energy, so the sum of $\hbar\omega_j(S)$ times the right side of \eqref{eq:rta} vanishes. The difference $n_j-n^0$ is already of first order, so the unstrained $\omega_j$ may be used as weights. This gives
\begin{equation}
 u\equiv\sum_j\hbar\omega_j\,\delta n_j=\sum_j\hbar\omega_j\,g_j
 =C(\theta+\langle\gamma\rangle TS),
 \label{eq:u}
\end{equation}
where $C=\sum_jc_j$ and $\langle\gamma\rangle=\sum_jc_j\gamma_j/C$. The same weighted sum of \eqref{eq:linear} then gives $du/dt=0$. The oscillating response has no constant part, so $u=0$ and
\begin{equation}
 \theta=-\langle\gamma\rangle TS .
 \label{eq:theta}
\end{equation}
This is the adiabatic cooling of the phonon gas on stretching, for positive $\langle\gamma\rangle$. Write oscillating quantities as real parts of amplitudes times $e^{-i\omega t}$, so that $d/dt\to-i\omega$. Substituting \eqref{eq:theta} into \eqref{eq:linear} yields
\begin{equation}
 \delta n_j=\frac{c_jT}{\hbar\omega_j}\,
 \frac{(\gamma_j-\langle\gamma\rangle)S}{1-i\omega\tau}.
 \label{eq:dn}
\end{equation}
The common part of the $\gamma_j$ has dropped out. If all $\gamma_j$ equal one $\gamma$, every frequency is scaled by $1-\gamma S$. The old occupations are then still a Bose distribution, at temperature $T(1-\gamma S)$, and collisions have nothing to relax. The uniform-strain loss vanishes although the mean $\gamma$ does not.

\section{From delayed stress to quality factor}

The phonon energy density is $\sum_j\hbar\omega_j(S)n_j$. Its derivative with respect to $S$ at fixed occupations is the phonon stress, $-\sum_j\hbar\omega_j\gamma_jn_j$. The part due to changing occupations follows from \eqref{eq:dn}:
\begin{align}
 \delta\sigma&=-\sum_j\hbar\omega_j\gamma_j\,\delta n_j
 =-\frac{TS}{1-i\omega\tau}\sum_jc_j\gamma_j(\gamma_j-\langle\gamma\rangle)
 \nonumber\\
 &=-\frac{A\,S}{1-i\omega\tau},\qquad A=CT\,\Gamma^2 .
 \label{eq:stress}
\end{align}
The last sum is $C(\langle\gamma^2\rangle-\langle\gamma\rangle^2)=C\Gamma^2$. Let $M_\infty$ be the modulus at frozen occupations. It also contains any in-phase stress from curvature of $\omega_j(S)$. Using $1/(1-ix)=(1+ix)/(1+x^2)$ with $x=\omega\tau$, the complex modulus $M_\infty-A/(1-ix)=M'+iM''$ has the parts
\begin{equation}
 M'=M_\infty-\frac{A}{1+x^2},\qquad M''=-\frac{A\,x}{1+x^2}.
 \label{eq:modulus}
\end{equation}

To see that the negative $M''$ means loss, take $S=S_0\cos\omega t$. The stress is the real part of $(M'+iM'')S_0e^{-i\omega t}$, which is $M'S_0\cos\omega t+M''S_0\sin\omega t$. With $dS/dt=-\omega S_0\sin\omega t$, the work absorbed per cycle and volume is
\begin{equation}
 W=\oint\sigma\,dS=-\omega M''S_0^2\int_0^{2\pi/\omega}\!\sin^2\omega t\,dt
 =-\pi M''S_0^2=\frac{\pi A S_0^2\,x}{1+x^2}.
 \label{eq:work}
\end{equation}
The $M'$ term integrates to zero. Define $Q$ as $2\pi$ times the stored energy divided by the energy lost per cycle, with the stored energy taken by convention as $M'S_0^2/2$. For small $x$, the energy actually stored at peak strain differs from this only by a term of order $Ax^2S_0^2$. The convention gives
\begin{equation}
 Q=\frac{2\pi\,M'S_0^2/2}{-\pi M''S_0^2}=\frac{M'}{-M''} .
 \label{eq:q}
\end{equation}
In a standing wave both energies carry the same spatial average of the squared strain, and the ratio is unchanged.

\section{Expansion in $\omega\tau$}

Let $M=M_\infty-A$ be the low-frequency modulus. From \eqref{eq:modulus}, $M'(1+x^2)=M_\infty(1+x^2)-A=M+M_\infty x^2$. Equation \eqref{eq:q} becomes $Q=(M+M_\infty x^2)/(Ax)$. Multiplying by $f=x/(2\pi\tau)$ gives
\begin{equation}
 fQ=\frac{M+M_\infty x^2}{2\pi A\tau}
 =(fQ)_0\left[1+\left(1+\frac{A}{M}\right)\omega^2\tau^2\right].
 \label{eq:corrected}
\end{equation}
The leading term is \eqref{eq:main}. It does not depend on frequency because the loss per cycle grows in proportion to $\omega$: the phonon stress lags the strain by the fixed time $\tau$, which is a phase $\omega\tau$. The correction starts at second order because $M'$ is even and $M''$ is odd in $\omega$. The term $A/M$ in the bracket depends on the convention chosen for the stored energy. For silicon it is of order $10^{-3}$, so the factor is $1+\omega^2\tau^2$ for practical purposes.

Neglecting $A/M$, the inverse quality factor is
\begin{equation}
 \frac1Q=\frac{A}{M}\,\frac{\omega\tau}{1+\omega^2\tau^2}.
 \label{eq:debye}
\end{equation}
It has its maximum $A/(2M)$ at $\omega\tau=1$. For $\omega\tau\gg1$ the occupations barely follow the strain, $1/Q$ falls as $1/\omega$, and $fQ$ grows as $f^2$. This second limit belongs to uniform strain. In a wave, the distance phonons travel between collisions, measured in wavelengths, grows in proportion to $\omega\tau$, so the local description fails when $\omega\tau$ is large.

\subsection*{A check on a driven phonon gas}

The derivation linearizes both the Bose distribution and the energy balance that fixes the local temperature. These linearizations were tested on a gas of six modes with unequal $\gamma_j$, driven by a periodic strain of amplitude $10^{-3}$. The full Bose function was kept, and the local temperature was solved from energy conservation throughout. In units $\hbar=k_B=T=\tau=1$, the loss $W/S_0^2$ is 0.691 at $\omega\tau=0.1$, 3.490 at $\omega\tau=1$ and 2.792 at $\omega\tau=2$. Formula \eqref{eq:work} agrees within the test's relative tolerance of 0.5\%, and the work equals the energy gained by the gas within the same tolerance.

This gas has $\langle\gamma^2\rangle=0.725$ and $\Gamma^2=0.499$. Using the mean square in place of the variance would overstate its loss by 45\%. With six equal parameters the simulated loss is zero to rounding accuracy.

\section{Unequal phonon lifetimes}

Real phonon lifetimes differ widely, and one may ask which average the $\tau$ in \eqref{eq:main} represents. Let each mode relax with its own $\tau_j$ in \eqref{eq:rta}, still under a uniform strain and with energy conserved. To first order in the lifetimes, \eqref{eq:linear} is solved by $\delta n_j=g_j-\tau_j\,dg_j/dt$. Write $\theta=-\langle\gamma\rangle TS+\theta_1$, where $\theta_1$ is of first order in the lifetimes. The condition $\sum_j\hbar\omega_j\,\delta n_j=0$ reads
\begin{equation}
 C\theta_1-T\frac{dS}{dt}\sum_jc_j\tau_j(\gamma_j-\langle\gamma\rangle)=0,
\end{equation}
so that $\theta_1=T(dS/dt)\,\langle\tau(\gamma-\langle\gamma\rangle)\rangle$. The stress proportional to the strain rate is then
\begin{align}
 \delta\sigma_1&=-\sum_j\gamma_jc_j\left[\theta_1-\tau_j(\gamma_j-\langle\gamma\rangle)T\frac{dS}{dt}\right]
 \nonumber\\
 &=CT\frac{dS}{dt}\Big[\langle\gamma\tau(\gamma-\langle\gamma\rangle)\rangle
 -\langle\gamma\rangle\langle\tau(\gamma-\langle\gamma\rangle)\rangle\Big]
 \nonumber\\
 &=CT\,\big\langle\tau(\gamma-\langle\gamma\rangle)^2\big\rangle\frac{dS}{dt}.
 \label{eq:viscosity}
\end{align}
The phonons act as a viscosity. For equal lifetimes the coefficient is $CT\Gamma^2\tau=A\tau$, in agreement with $M''\simeq-A\omega\tau$. In general the product $\Gamma^2\tau$ in \eqref{eq:main} is replaced by $\langle\tau(\gamma-\langle\gamma\rangle)^2\rangle$. The lifetime of mode $j$ enters with the weight $c_j(\gamma_j-\langle\gamma\rangle)^2$. Among modes of equal heat capacity, it therefore counts most for those whose $\gamma_j$ lies farthest from the mean. A lifetime inferred from heat conduction is weighted differently, by squared group velocity, and the two need not agree. The expansion requires $\omega\tau_j\ll1$ for every mode that carries weight in the average, not only for a mean lifetime. This extension is derived here but was not tested numerically.

\section{Heat flow in a longitudinal wave}

In a wave of wavenumber $q=\omega/v$, compressed and dilated regions have different temperatures and exchange heat. The energy $u$ of \eqref{eq:u} is then no longer constant. With thermal conductivity $\kappa=CD$,
\begin{equation}
 C\,\partial_t(\theta+\langle\gamma\rangle TS)=\kappa\,\partial_x^2\theta .
\end{equation}
For a plane wave this is $-i\omega(\theta+\langle\gamma\rangle TS)=-Dq^2\theta$, or
\begin{equation}
 \theta=-\frac{\langle\gamma\rangle TS}{1+i\varepsilon},\qquad
 \varepsilon=\frac{Dq^2}{\omega}=\frac{\omega D}{v^2}.
 \label{eq:thetaq}
\end{equation}
For small $\varepsilon$, $\theta\simeq-\langle\gamma\rangle TS(1-i\varepsilon)$. Put this into $\delta n_j=g_j/(1-i\omega\tau)$ and sum the stress as before:
\begin{align}
 \delta\sigma&=-\frac{C\left(\langle\gamma\rangle\theta+\langle\gamma^2\rangle TS\right)}{1-i\omega\tau}
 \simeq-CTS\,\frac{\Gamma^2+i\varepsilon\langle\gamma\rangle^2}{1-i\omega\tau}
 \nonumber\\
 &\simeq-CTS\left[\Gamma^2+i\left(\Gamma^2\omega\tau+\langle\gamma\rangle^2\varepsilon\right)\right].
\end{align}
Products of the small quantities $\omega\tau$ and $\varepsilon$ were dropped in the last step. The imaginary part gives
\begin{equation}
 \frac1Q=\frac{CT}{M}\left(\Gamma^2\,\omega\tau+\langle\gamma\rangle^2\,\frac{\omega D}{v^2}\right),
 \qquad fQ=\frac{(fQ)_0}{1+r},
 \label{eq:both}
\end{equation}
with $r$ from \eqref{eq:r}. The mean Gr\"uneisen parameter, absent from the uniform problem, returns through the temperature differences it creates.

This correction has the same power of $\omega$ as the leading loss, so it does not fade at low frequency. If $\langle\gamma\rangle$ and $\Gamma$ are comparable, it is small when $D/(v^2\tau)$ is small. In the one-$\tau$ model a temperature gradient shifts the occupations by $-\tau v_{x,j}(c_j/\hbar\omega_j)\,\partial_x\theta$, where $v_{x,j}$ is the group velocity along $x$. The heat flux is then $-\tau\sum_jc_jv_{x,j}^2\,\partial_x\theta$, so $D=\tau\langle v_x^2\rangle$ and $D/(v^2\tau)=\langle v_x^2\rangle/v^2$. The ratio is a comparison of phonon group velocities with the sound speed.

For a shear wave along a cube axis of a cubic crystal the case is simpler. The heat-capacity average of the strain response is a symmetric second-rank tensor, which cubic symmetry makes isotropic. It has no shear component, so $\langle\gamma\rangle=0$, heat flow drops out at this order, and $\Gamma^2=\langle\gamma^2\rangle$.

The term $\omega^2\tau^2$ in \eqref{eq:corrected} should not be carried over to a wave as a complete second-order correction. Phonon drift over a mean free path can add terms of relative size $(qv_{x,j}\tau)^2$, which is of the same order. They are not computed here. For waves, \eqref{eq:both} is the consistent result at leading order in frequency.

\section{Numbers for silicon}

The inputs are rough room-temperature values: $\rho=2.3\times10^3$ kg/m$^3$, longitudinal speed $v=8.4\times10^3$ m/s, $C=1.6\times10^6$ J/(m$^3$\,K) and $\kappa=150$ W/(m\,K). The heat capacity lies below the classical limit $3nk_B=2.05\times10^6$ J/(m$^3$\,K), with $n$ the number of atoms per volume, as it should for a harmonic crystal whose stiffer modes are not fully excited. The estimate assumes $\tau=10$ ps and $\Gamma=0.5$. The mean $\langle\gamma\rangle=0.5$ is an allowance for the size of the heat-flow term, not a computed property.

The modulus and the thermal energy scale are
\begin{align}
 M&=(2.3\times10^3)(8.4\times10^3)^2\ \mathrm{Pa}=1.62\times10^{11}\ \mathrm{Pa},\\
 CT&=(1.6\times10^6)(300)\ \mathrm{J/m^3}=4.8\times10^8\ \mathrm{J/m^3}.
\end{align}
A pascal is a joule per cubic metre, so $A/M=CT\Gamma^2/M=7.4\times10^{-4}$ is a pure number. It is the fraction of the stiffness that relaxes with the phonon occupations, and its smallness is one reason why $Q$ is large. The other is the small phase lag $\omega\tau$. The leading estimate is
\begin{equation}
 (fQ)_0=\frac{1.62\times10^{11}}{2\pi(4.8\times10^8)(0.5)^2(10^{-11})}\ \mathrm{Hz}
 \simeq2.2\times10^{13}\ \mathrm{Hz}.
\end{equation}

For heat flow, $D=\kappa/C=9.4\times10^{-5}$ m$^2$/s and $D/v^2=1.33$ ps. With equal mean and spread, $r=1.33/10=0.13$, and
\begin{equation}
 fQ=\frac{2.15\times10^{13}}{1.133}\ \mathrm{Hz}\simeq1.9\times10^{13}\ \mathrm{Hz}
 =19\ \mathrm{THz}.
\end{equation}
In the one-$\tau$ model, $r=0.13$ means $\langle v_x^2\rangle=0.13\,v^2$. For isotropic velocities this is a root-mean-square group velocity of $\sqrt{3\times0.13}\,v\approx0.6\,v$, which is of the right order but probably high, since optical and zone-edge phonons are slow. A single lifetime fitted to the conductivity would then be longer than 10 ps.

At 1 GHz, $\omega\tau=0.063$, and the uniform-strain correction $\omega^2\tau^2$ is 0.4\%. The condition $\omega\tau=1$ is reached at 16 GHz, so with a single lifetime the constant product applies well below that frequency. Real silicon has a tail of long-lived low-frequency acoustic phonons, with lifetimes of hundreds of picoseconds near 1 THz. These modes leave the regime $\omega\tau_j\ll1$, and stop conducting heat diffusively over a wavelength, at much lower frequencies. For lifetimes falling as $\omega_j^{-1.5}$ to $\omega_j^{-2}$ and scaled to the conductivity, both losses at 1 GHz lie roughly 5 to 25\% below their leading values, so the product already drifts upward there. The predicted quality factor at 1 GHz is about $1.9\times10^4$.

The two losses and their sum were also tested through free decay. A wave coupled to one relaxing phonon variable and to heat diffusion has a complex frequency, whose real and imaginary parts give $Q$ without the energy argument of Section 3. At 1 GHz the decay gives $Q=2.16\times10^4$ for relaxation alone, $1.62\times10^5$ for heat flow alone and $1.91\times10^4$ for both. Each agrees with the formulas within the 0.5\% tolerance, and the inverse values add. At 0.1 GHz the product is again $1.9\times10^{13}$ Hz. In this test the relaxing variable and the temperature couple to the strain separately, so their additivity is part of the setup. It confirms the conversion of each loss into $Q$, not the coupling of Section 6 or the silicon inputs.

\subsection*{How far the estimate can be trusted}

The uncertain inputs of the leading estimate are $\Gamma$ and $\tau$. Since $(fQ)_0\propto1/(\Gamma^2\tau)$, a factor of two in $\Gamma$ costs a factor of four in the result. For $\Gamma=0.70$ and $\tau=20$ ps the relaxation loss alone gives $5.5\times10^{12}$ Hz. For $\Gamma=0.35$ and $\tau=5$ ps it gives $8.8\times10^{13}$ Hz. These two values span a factor of 16. Against it, the 13\% change of the loss by heat flow at the central inputs and the frequency correction at 1 GHz (0.4\% for a single lifetime, larger for a spread of lifetimes) are minor. Heat flow matters more in the favourable corner, where the relaxation loss is small: with $\langle\gamma\rangle=0.5$ and the same $D$, equation \eqref{eq:r} gives $r=(0.5/0.35)^2(1.33/5)=0.54$, which lowers $8.8\times10^{13}$ Hz to $5.7\times10^{13}$ Hz. This keeps $D$ fixed while $\tau$ is halved. In the one-$\tau$ model it would require a root-mean-square group velocity of about $0.9\,v$, which is too high for silicon, so the value 0.54 only illustrates how $r$ depends on the inputs. A better number requires the weighted average $\langle\tau(\gamma-\langle\gamma\rangle)^2\rangle$ for the chosen wave and, if the wave is longitudinal, also its $\langle\gamma\rangle$, rather than a higher order of the expansion. The computed values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Six-mode phonon gas (hbar = k_B = T = tau = 1)
  mean Grueneisen parameter      = 0.4755
  mean square                    = 0.7254
  variance                       = 0.4993
  loss per cycle / strain amplitude squared:
    omega*tau = 0.1: simulated 0.6911, formula 0.6911
    omega*tau = 0.3: simulated 1.9212, formula 1.9212
    omega*tau = 1.0: simulated 3.4902, formula 3.4901
    omega*tau = 2.0: simulated 2.7921, formula 2.7921
  equal parameters: |loss| / (loss if mean square were used) = 1e-13
Silicon, rough inputs
  temperature                    = 300 K
  density                        = 2.3e+03 kg/m^3
  longitudinal sound speed       = 8.4e+03 m/s
  heat capacity per volume C     = 1.6e+06 J/(m^3 K)
  classical limit 3 n k_B        = 2.05e+06 J/(m^3 K)
  thermal conductivity           = 150 W/(m K)
  phonon relaxation time tau     = 10 ps
  Grueneisen spread              = 0.50
  Grueneisen mean (allowance)    = 0.50
Silicon, results
  modulus M = rho v^2            = 1.623e+11 Pa
  C T                            = 4.80e+08 J/m^3
  C T spread^2 / M               = 7.39e-04
  thermal diffusivity D          = 9.38e-05 m^2/s
  D / v^2                        = 1.33 ps
  f Q, Akhiezer loss alone       = 2.15e+13 Hz
  heat-flow loss / Akhiezer loss = 0.133
  f Q, both losses               = 1.90e+13 Hz
  omega*tau at 1 GHz             = 0.0628
  frequency where omega*tau = 1  = 15.9 GHz
  Q at 1 GHz, Akhiezer, decay    = 2.160e+04
  Q at 1 GHz, heat flow, decay   = 1.622e+05
  Q at 1 GHz, both, decay        = 1.907e+04
  f Q at 0.1 GHz, both, decay    = 1.90e+13 Hz
  f Q, spread 0.70, tau 20 ps    = 5.5e+12 Hz (Akhiezer)
  f Q, spread 0.35, tau 5 ps     = 8.8e+13 Hz (Akhiezer)
\end{verbatim}
